Does uniform thickness in a trench imply uniform composition?

**Question**

I grow hafnium-zirconium oxide by atomic layer deposition in trenches 100 nm wide and 5000 nm deep. The hafnium and zirconium precursors enter together in one pulse, followed by a purge and an oxidant pulse. On a flat wafer I set the pressures to get equal amounts of Hf and Zr. In the trench the thickness is the same from top to bottom, so every site must have reacted. May I conclude that the Hf fraction is also the same at every depth? If not, is the difference in molecular mass to blame, and would a longer pulse repair it?

**Answer**

No. Uniform thickness does not show which precursor filled the sites. It does not even prove that all sites were filled: with very low sticking, a partly filled surface can be uniform too. A better sign of saturation is that a longer pulse adds no thickness at any depth, including the deep end, which fills last. Below I assume that every site is filled. In the model below, a gradient comes from unequal sticking probabilities. Unequal masses alone do not produce one, and a longer pulse does not remove one.

**The model**

Call the precursors A (Hf) and B (Zr). They compete for the same sites, of density s per wall area, and each site keeps one metal atom. Let θ_A and θ_B be the site fractions taken, and y = 1 − θ_A − θ_B the vacant fraction. A molecule hitting a vacant site sticks with constant probability β_i; otherwise it leaves diffusely. There is no desorption, exchange or decomposition, and the densities at the mouth are fixed. The oxidant then converts every metal atom to oxide.

After saturation the thickness added per cycle is

h = s(V_A θ_A + V_B θ_B), with θ_A + θ_B = 1,

where V_i is the oxide volume per metal atom. If V_A ≈ V_B, then h ≈ sV_A whatever θ_A may be. Thickness is nearly blind to composition.

For the gas, let z be the depth, L the trench depth, w its width, n_i the density and m_i the molecular mass. The algebra holds in atomic units, with k_BT an energy. The mean speed is v_i = √(8k_BT/πm_i) and the flux onto a surface at the mouth is J_i = n_i(0)v_i/4. In molecular flow I take D_i = 2wv_i/3, which treats the trench as a tube of hydraulic diameter 2w. The two walls give an area 2/w per gas volume. Neglecting gas storage and uptake on the floor,

D_i n_i'' = (2/w) β_i (v_i/4) y n_i

s ∂θ_i/∂t = β_i (v_i/4) y n_i.

Divide the first equation by D_i and write u_i = n_i/n_i(0):

u_i'' = β_i g y u_i, g = (2/w)(1/4)(3/2w) = 3/(4w²)

u_i(0) = 1, u_i'(L) = 0.

The speed has cancelled: a heavy molecule diffuses slowly, but it also hits the walls less often, in the same proportion. If β_A = β_B, both gases obey the same equation with the same boundary conditions, so u_A = u_B and the composition is uniform. Mass still affects its value, because it affects J_i at a given pressure.

**Why unequal sticking gives a gradient**

Let β_A > β_B and define W = u_A'u_B − u_A u_B'. Differentiating, the products of first derivatives cancel:

W' = u_A''u_B − u_A u_B'' = (β_A − β_B) g y u_A u_B > 0.

Since W(L) = 0, W is negative above the bottom. But (u_A/u_B)' = W/u_B², so the gas becomes poorer in A with depth at every instant of filling.

Of the sites filled at one instant, the fraction taken by A is

dθ_A/dθ = β_A J_A u_A / (β_A J_A u_A + β_B J_B u_B), θ = θ_A + θ_B.

At the mouth u_A = u_B = 1, and this is the flat-wafer value

x_flat = β_A J_A / (β_A J_A + β_B J_B).

At any greater depth u_A/u_B < 1, so the fraction is smaller throughout filling. Integrating θ from 0 to 1 gives a final A fraction x(z) < x_flat at every depth below the mouth, although every site is full.

**A shallow trench**

If β_i g L² is small, y is nearly uniform, and integrating u_i'' ≈ β_i g y twice gives

u_i ≈ 1 − ε_i, ε_i = β_i g L² y f, f = z/L − z²/(2L²).

To first order in ε_i,

dθ_A/dθ ≈ x_flat − x_flat(1 − x_flat)(ε_A − ε_B).

As θ runs from 0 to 1, y runs from 1 to 0 and averages 1/2. Hence

x(z) ≈ x_flat − x_flat(1 − x_flat)(β_A − β_B) g L² f/2.

At the bottom f = 1/2, and the loss of A is (3/16) x_flat(1 − x_flat)(β_A − β_B)(L/w)².

**A deep trench**

Here a filling front moves down from the mouth. Behind it y ≈ 0, so n_i'' ≈ 0 and the density falls linearly, from n_i(0) to nearly zero at the front position Z. The flux reaching the front is D_i n_i(0)/Z. Once the front has a steady shape it stores no further excess of either species, so what arrives is what is left behind. Because D_i n_i(0) = (8w/3)J_i, the interior composition tends to

x_deep = J_A/(J_A + J_B).

Sticking has dropped out: near the mouth the precursors compete for sites, while at a deep front nearly every arriving molecule is eventually used. The two limits are related by

x_flat/(1 − x_flat) = (β_A/β_B) · x_deep/(1 − x_deep),

so no choice of pressure ratio makes them equal for a true mixture with unequal β.

A conservation law supports this picture. Combine the two balances into D_i n_i'' = (2s/w) ∂θ_i/∂t. Integrate from z to L, using n_i'(L) = 0, and then over z from 0 to L. Exchanging the order of the double integral produces a weight z:

D_i[n_i(0) − n_i(L)] = (2s/w) d/dt ∫₀ᴸ zθ_i dz.

Integrate over the whole filling:

∫₀ᴸ zθ_i dz = (4w²/3s) J_i T_i, T_i = ∫(1 − u_i(L)) dt.

Since u_A(L) < u_B(L), T_A > T_B. The depth-weighted mean of x therefore lies above x_deep, and, because x(z) < x_flat at every depth below the mouth, it lies below x_flat.

The same law limits the filling time t. Summing over species, with 1 − u_i(L) ≤ 1 and θ = 1 at the end,

t ≥ 3sL² / [8w²(J_A + J_B)].

**Your trench in numbers**

I take 550 K, s = 2.5 nm⁻², β_A = 0.05 and β_B = 0.02. The precursors are tetrakis(dimethylamido)hafnium and cyclopentadienyl-tris(dimethylamido)zirconium, at 0.0044 and 0.0100 Torr. The fluxes per site are J_A/s = 1411 s⁻¹ and J_B/s = 3527 s⁻¹. Then

β_A J_A/s = 0.05 × 1411 ≈ 70.5 s⁻¹

β_B J_B/s = 0.02 × 3527 ≈ 70.5 s⁻¹

x_flat = 0.50, x_deep = 1411/(1411 + 3527) = 0.286.

Solving the diffusion model gives an Hf fraction of 0.50 at the mouth, 0.33 at half depth and 0.25 at the bottom. With rough oxide volumes of 0.0346 nm³ (Hf) and 0.0352 nm³ (Zr), the thickness per cycle is

mouth: 2.5 × (0.500 × 0.0346 + 0.500 × 0.0352) = 0.0873 nm

bottom: 2.5 × (0.253 × 0.0346 + 0.747 × 0.0352) = 0.0876 nm.

The thickness varies by 0.4 % of its mean while the Hf fraction halves.

The bottom site fraction reaches 99 % after 0.23 s; the bound for complete filling is 3 × 50²/(8 × 4938) = 0.19 s.

At an aspect ratio L/w of 400, with the other settings fixed, the mid-depth value is 0.291 and the depth-weighted mean 0.286, both close to x_deep. The bottom value is 0.214. It has to be low: the upper part lies above x_deep, so a mean this close to x_deep requires a deeper part below it.

**Longer pulses, higher pressure and mass**

Once y = 0 nothing more happens in this model, so extra exposure cannot change x. Raising both pressures by one factor speeds up filling without changing the profile, as long as gas storage is negligible. Here the trench holds about 5 × 10⁻⁶ gas molecules per wall site.

A transient calculation that keeps gas storage tested these statements. It agreed with the quasi-steady profile to 2 × 10⁻⁵ in x. Doubling the pulse changed x by less than 10⁻⁶, and ten times the pressure changed it by less than 10⁻⁵. These figures are upper limits set by numerical accuracy; the storage effect itself grows in proportion to pressure and is about 10⁻⁷ at the stated pressures. With the real masses but both sticking probabilities set to 0.05, x varied by 2 × 10⁻⁷ along the trench.

**How far to trust the profile**

The diffusion law is only an approximation for a trench. I therefore also followed straight flights between wall strips, the opening and a reacting floor. The inequality survives: the flux on any surface is a sum over re-emissions, each carrying a factor 1 − β_i y, which is smaller for A. So x < x_flat everywhere, even at the top of the wall.

The numbers do move. The Hf fraction becomes 0.48 averaged over the uppermost 40 nm of wall, 0.325 at half depth, 0.31 at the wall bottom and 0.33 on the floor. The fall is not steady: the fraction has a minimum of about 0.28 near a depth of 4200 nm, slightly below x_deep, and then rises towards the floor. At the wall bottom and on the floor it is thus above x_deep at this aspect ratio, unlike in the diffusion model. The floor reaches 99 % in 0.16 s and the last wall sites, near 4500 nm, in 0.17 s. Both times are below 0.19 s, so the time bound above belongs to the diffusion model. Transport law and floor uptake were changed together, so this comparison does not separate their effects.

The shallow formula needs the same caution. For a loss of 0.01 at the bottom it allows an aspect ratio of 2.67. There the diffusion model gives 0.0096, but the straight-flight calculation gives 0.025. It is not a safe design rule for such short trenches.

**Beside a real process**

The sticking probabilities, site density and oxide volumes are rough assumed values, not measurements on your surface, so the profile is an estimate of size rather than a prediction. An 8 nm film on each wall raises the aspect ratio to about 60 and lowers the bottom Hf fraction from 0.253 to 0.246 in the diffusion model. Gas collisions matter little: at an assumed 1 Torr of carrier gas and a molecular diameter of 0.7 nm, the mean free path is about 26,000 nm for collisions between like molecules and about 10,000 nm for the heavy precursors in nitrogen. Both are far above the trench width, but the second is only twice the depth, so the longest flights in the straight-flight calculation would sometimes be interrupted.

The fixed densities at the mouth are a further limit. If trenches take up half the wafer area, their walls offer 50 times as many sites as a flat wafer. Such an array can use the precursors faster than they diffuse in through the carrier gas. The densities at the mouth then drop early in the pulse and recover later, so filling takes longer. Because the two precursors need not drop by the same factor, the composition profile can change too, even at the top of the trench. Unequal masses can then add a small gradient even when the sticking probabilities are equal. As an estimate, take supply by diffusion through a stagnant 1 mm layer of nitrogen at 1 Torr, with the stated pressures held at its outer edge. The Hf fraction at the top of the trench then falls from 0.50 to 0.45, and with equal sticking it varies by about 0.008 along the trench. Even a flat wafer gives 0.48 in that case, so the pressures used above are those at the surface, not those upstream.

The result is also sensitive to the assumption of irreversibility. Suppose an arriving molecule can replace an adsorbed one of the other kind, with equal probability per hit in both directions. A probability of only 4 × 10⁻⁵ would shift x at the mouth by about 0.01 during a 0.23 s pulse. With such exchange a longer pulse would change the composition. Thermal decomposition and sticking that depends on coverage are also left out, and I have not estimated their effect.

**What to do**

Measure composition against depth, not thickness alone. Within this model, a co-dosed pulse gives a uniform film if the two precursors have equal sticking probabilities on the growing surface; matching their masses is not required. The alternative is to give each precursor its own saturating pulse, with an oxidant pulse after each. In this model a precursor dosed alone fills every site at every depth, so the number of cycles of each sets the average composition. If the two kinds of cycle add different numbers of metal atoms, that ratio enters too. One cycle adds only about 0.09 nm, less than a full layer of formula units, so single alternating cycles can place both metals in the same layer. Long runs of one precursor give a layered film, and whether those layers mix is a separate question.

The numerical output below gives the diffusion-model profile at seven depths and the scan over aspect ratio.

Computed values

```
temperature 550 K; trench 100 x 5000 nm
aspect ratio 50; site density 2.50 nm^-2
molar masses Hf, Zr precursor: 354.8, 288.5 u
sticking Hf, Zr: 0.050, 0.020
mean speeds Hf, Zr: 181.2, 200.9 m/s
pressures Hf, Zr: 0.00444, 0.01000 Torr
hits per site Hf, Zr: 1411, 3527 1/s
vacant-site uptake Hf, Zr: 70.5, 70.5 1/s
bare-wall decay length Hf, Zr: 516, 816 nm
Hf fraction, flat wafer: 0.5000
Hf fraction, deep-trench limit: 0.2857
depth (nm), Hf fraction, thickness per cycle (nm):
  0  0.5000  0.08725
  500  0.4434  0.08733
  1250  0.3831  0.08743
  2500  0.3316  0.08750
  3750  0.2912  0.08756
  4500  0.2611  0.08761
  5000  0.2530  0.08762
oxide volumes Hf, Zr: 0.0346, 0.0352 nm^3
thickness spread: 0.42 % of mean
Hf fraction spread: 0.2470
largest rise of x between nodes: 0.0e+00
time to 99 % at bottom: 0.226 s; lower bound 0.190 s
moment identity, largest relative error: 4.1e-04
aspect ratio, x middle, x bottom, depth-weighted mean x:
  5  0.4776  0.4697  0.4749
  10  0.4372  0.4126  0.4286
  20  0.3827  0.3266  0.3621
  50  0.3316  0.2530  0.3058
  100  0.3064  0.2319  0.2919
  400  0.2906  0.2136  0.2862
full transient minus quasi-steady, max: 1.7e-05
change of x on doubling pulse: 3.0e-07
change of x at 10 times pressure: 8.0e-06
x spread with equal sticking, real masses: 1.6e-07
shallow formula error at aspect ratio 1: 0.7 %
aspect ratio for shift 0.01 (formula): 2.67
  shift there, diffusion 0.0096, ballistic 0.0251
ballistic x top, middle, wall bottom: 0.4840, 0.3248, 0.3128
ballistic x on floor: 0.3275; 99 % time there 0.163 s
ballistic minus diffusion, max on wall: 0.0598
after 8 nm film: aspect ratio 59.4, x bottom 0.2463
mean free path at 1 Torr, diameter 0.7 nm: 26163 nm
gas molecules per wall site in trench: 5.1e-06
exchange chance per hit for 0.01 drift at mouth: 4.2e-05
```
